\section*{Acid noise from Poisson photon absorption with random acid yield, part 2}

A fixed volume of resist absorbs $n$ photons, and photon $i$ makes $g_i$ acids. The problem is the scatter of the total acid number $A$ from volume to volume. The count $n$ is Poisson with mean $N$. The yields are independent of each other and of $n$ and share one law, with $p_j$ the probability that $g=j$, $m_1=E(g)$ and $m_2=E(g^2)$, where $E$ denotes the mean. Depletion of the acid generator is neglected, and each acid is at first credited to the volume where its photon was absorbed. Then
\begin{align}
E(A)&=N m_1, \label{eq:meanA}\\
E(A^2)&=N m_2+N^2m_1^2 .
\end{align}
The main formula, for the relative variance, is
\begin{equation}
V\equiv\frac{\mathrm{Var}(A)}{E(A)^2}=\frac{m_2}{N m_1^2}
=\frac{E(g^2)}{N\,E(g)^2}.
\label{eq:main}
\end{equation}
With $P_a$ the probability of $a$ acids, $\varphi(z)=E(z^g)=\sum_{j\ge0}p_jz^j$ and $G(z)=E(z^A)=\sum_{a\ge0}P_az^a$ for $0\le z\le1$,
\begin{equation}
G(z)=\sum_{n=0}^{\infty}e^{-N}\frac{[N\varphi(z)]^n}{n!}
=e^{N[\varphi(z)-1]} .
\label{eq:G}
\end{equation}
For dose $D$ (energy arriving per unit area), area $S$, photon energy $\omega$, absorption coefficient $\mu$ and film thickness $t$,
\begin{equation}
N=qM=\frac{DS}{\omega}\left(1-e^{-\mu t}\right),
\label{eq:N}
\end{equation}
where $M=DS/\omega$ is the mean number of incident photons and $q=1-e^{-\mu t}$. Any consistent units may be used.

The example has $\omega=91.84$ eV, $D=12$ eV/angstrom$^2$, $S=50\times50$ angstrom$^2$, $t=300$ angstrom and $\mu=0.0005$ per angstrom, so $N=45.5$. Its yield probabilities for $g=0$ to $6$ are
\begin{equation}
0.10,\ 0.15,\ 0.20,\ 0.25,\ 0.15,\ 0.10,\ 0.05 .
\label{eq:table}
\end{equation}
They give $m_1=2.70$, $m_2=9.90$, $m_2/m_1^2=1.358$ and $V=0.02985$, a relative standard deviation of 17 percent. Independent Poisson acids would have relative variance $1/(Nm_1)=0.00814$, or 9 percent, which is too small a variance by the factor $m_2/m_1=3.67$.

\subsection{Photons that make no acid}

A cascade simulation may report all absorbed photons, or it may report just those that made acid. Both kinds of data can be used. Separate the zero-yield term by writing
\begin{equation}
\varphi(z)=p_0+(1-p_0)\varphi_+(z),
\end{equation}
where $\varphi_+$ is the generating function of the yield given that $g>0$. Then
\begin{equation}
N[\varphi(z)-1]=N(1-p_0)[\varphi_+(z)-1] .
\label{eq:zero}
\end{equation}
The right side has the same form as the left, with mean count $N_+=N(1-p_0)$ and with the conditional yield law. The generating function is unchanged, and so is every $P_a$. It makes no difference whether photons without acid are counted, provided that $N$ and the yield moments refer to the same set of photons.

In the example $p_0=0.10$. The productive photons have mean count $0.90\times45.5=40.95$ and yield moments $2.70/0.90=3.00$ and $9.90/0.90=11.0$. They give $V=11.0/(40.95\times9.00)=0.02985$, as before. Combining the conditional moments with the full count of 45.5 would give 0.02686, which is too low by 10 percent of the correct value.

Suppose that a cascade simulation follows $J$ absorbed photons, including those without acid, and records yields $g_1,\dots,g_J$. Replacing the moments by sample means gives the estimate
\begin{equation}
\frac{m_2}{m_1^2}\approx
\frac{J^{-1}\sum_i g_i^2}{\left(J^{-1}\sum_i g_i\right)^2}
=\frac{J\sum_i g_i^2}{\left(\sum_i g_i\right)^2}.
\end{equation}
The photons without acid add nothing to either sum, but they do count in $J$. This is the place where an inconsistent choice would enter.

\subsection{Computing the whole distribution}

The probabilities $P_a$ follow from a short recursion. Differentiating \eqref{eq:G} gives $G'(z)=N\varphi'(z)G(z)$, or, written as series,
\begin{equation}
\sum_{a\ge1}aP_a z^{a-1}
=N\sum_{j\ge1}jp_j z^{j-1}\sum_{b\ge0}P_b z^b .
\end{equation}
The power $z^{a-1}$ appears on the right when $b=a-j$. Equating its coefficients gives
\begin{equation}
P_a=\frac{N}{a}\sum_{j=1}^{a}j\,p_j\,P_{a-j}, \qquad
P_0=e^{-N(1-p_0)} .
\label{eq:rec}
\end{equation}
The starting value is $G(0)$, since $\varphi(0)=p_0$. If the largest yield is $g_{\max}$, each step needs at most $g_{\max}$ terms. All terms are positive or zero, so no digits are lost by subtraction. For large $N(1-p_0)$ the starting value becomes too small for floating-point numbers. One can then start from $P_0=1$, rescale all stored values whenever they grow large, and divide by their sum at the end. This works because the recursion is linear in the $P_a$.

If a volume fails when it holds fewer than $a_c$ acids, its failure probability in this model is $\sum_{a<a_c}P_a$. A Gaussian with the same mean and variance is a poor substitute far from the mean, and the third moment shows one reason. Let the yield be bounded, as in the example, and let $m_3=E(g^3)$. Setting $z=e^s$ in \eqref{eq:G}, which converges for all $s$ when the yield is bounded, and removing the mean gives
\begin{equation}
\ln E\!\left[e^{s(A-Nm_1)}\right]
=N\left[E(e^{sg})-1\right]-sNm_1
=\frac{s^2}{2}Nm_2+\frac{s^3}{6}Nm_3+O(s^4).
\end{equation}
For any variable with zero mean, variance $v$ and third moment $w$, the same logarithm is
\begin{equation}
\ln\!\left[1+\frac{s^2}{2}v+\frac{s^3}{6}w+O(s^4)\right]
=\frac{s^2}{2}v+\frac{s^3}{6}w+O(s^4).
\end{equation}
Comparison gives $v=Nm_2$ again, and $w=Nm_3$. The skewness of the acid number is therefore
\begin{equation}
\frac{w}{v^{3/2}}=\frac{m_3}{\sqrt{N}\,m_2^{3/2}}>0 .
\end{equation}
A Gaussian has zero skewness. The difference fades as $1/\sqrt N$, but defects are rare events in the tails, and for them the sum over $P_a$ should be used. In the example the Gaussian overestimates the lower tail and underestimates the upper one. The probability of fewer than 60 acids is $4.3\times10^{-4}$, whereas the Gaussian, cut at 59.5, gives $1.4\times10^{-3}$.

\subsection{Acids that are lost or that move}

Suppose that each acid survives to the end of the process with probability $r$, independently of all others. Loss to a quencher may be described in this way when the quencher is not noticeably used up. If each lost acid consumes one quencher molecule, this requires many more quencher molecules than lost acids. Otherwise a volume with many acids uses up more of its quencher and keeps a larger fraction of its acids, and the relative variance is larger than the formula below gives. Let $g'$ be the number of surviving acids from one photon. For given $g$ it is binomial, with mean $rg$ and variance $r(1-r)g$. Its moments are
\begin{align}
m_1'&=r m_1,\\
m_2'&=E\!\left[r(1-r)g+r^2g^2\right]=r(1-r)m_1+r^2m_2 .
\end{align}
The yields $g'$ are still independent from photon to photon, so the main formula applies to them:
\begin{equation}
V'=\frac{m_2'}{N m_1'^2}=\frac{m_2}{Nm_1^2}+\frac{1-r}{r}\,\frac{1}{Nm_1}.
\label{eq:loss}
\end{equation}
Independent loss raises the relative variance. For $r=1/2$ the added term is $1/(Nm_1)=0.00814$, and $V$ rises from 0.02985 to 0.03799. When $r$ is small the last term dominates, and the ratio of $V'$ to $1/(Nrm_1)$, one over the mean number of survivors, approaches one. Their difference, $(m_2-m_1)/(Nm_1^2)=0.0217$, does not depend on $r$. Few photons then have more than one surviving acid, and the survivors behave as independent events.

Transport across the boundary is treated by the same device. Choose a region large enough to contain every photon that can send an acid into the volume. Let $N$ be the mean number of photons absorbed in this region, and let $g$ be the number of acids from one photon that end inside the volume. The positions of different photons are independent. If acids of different photons also move independently, these new yields satisfy the assumptions and $V=m_2/(Nm_1^2)$ holds with the new $N$ and $g$. Making the region larger adds photons with $g=0$, and by \eqref{eq:zero} these do not change the result. The size of the region is thus a matter of computing time once it is large enough. The effect on the example is large when acids move over distances comparable to the side of the square, because the acids of one photon are then spread over several squares. If each acid is displaced independently by a Gaussian of standard deviation 20 angstrom along each lateral axis, the relative standard deviation falls from 17 to 12 percent. For 50 angstrom it falls to 10 percent, close to the 9 percent of independent acids.

A yield that depends on the depth of absorption needs no new formula either. Each photon draws its own depth, independently of the others, and then its yield. The moments $m_1$ and $m_2$ are averages over both draws.

\subsection{Yields shared by all photons of a volume}

The position is different when a random condition is common to all photons of a volume. The local concentration of acid generator is an example: where it is high, every photon tends to make more acids. (If the concentration scatters only because a mean of $\bar P$ molecules are placed at random, the term $F$ below is $1/\bar P$ for a yield proportional to the concentration. The neglected depletion then changes $V$ by an amount of the same order, so the two must be treated together.) Let $s$ denote this condition, and let $m_1(s)$ and $m_2(s)$ be the yield moments for given $s$. Suppose that $n$ is Poisson with the same mean $N$ for every $s$, and that for given $s$ the yields are independent. The earlier result then applies at fixed $s$:
\begin{equation}
E(A|s)=Nm_1(s), \qquad E(A^2|s)=Nm_2(s)+N^2m_1(s)^2 .
\end{equation}
Let $m_1$ and $m_2$ now denote the averages of $m_1(s)$ and $m_2(s)$ over $s$. Averaging the second moment and subtracting the squared mean gives
\begin{align}
\mathrm{Var}(A)&=Nm_2+N^2\left\{E[m_1(s)^2]-m_1^2\right\}\nonumber\\
&=Nm_2+N^2\,\mathrm{Var}[m_1(s)] .
\end{align}
Division by $N^2m_1^2$ leads to
\begin{equation}
V=\frac{m_2}{Nm_1^2}+F, \qquad
F=\frac{\mathrm{Var}[m_1(s)]}{m_1^2}.
\label{eq:shared}
\end{equation}
The first term falls as $1/N$ and the second does not. More photons average out the scatter between photons, but they all carry the same condition $s$.

As an example, let a volume be in one of two states with equal probability. The yield probabilities for $g=0$ to $6$ are
\begin{align}
\text{low:}\quad &0.15,\ 0.20,\ 0.25,\ 0.20,\ 0.10,\ 0.07,\ 0.03,\\
\text{high:}\quad &0.05,\ 0.10,\ 0.15,\ 0.30,\ 0.20,\ 0.13,\ 0.07 .
\end{align}
Their average, entry by entry, is the yield table \eqref{eq:table} of the first half, so $m_1$ and $m_2$ are unchanged. The mean yields of the two states are 2.23 and 3.17. Each lies 0.47 from the average of 2.70, and
\begin{equation}
F=\frac{0.47^2}{2.70^2}=0.0303, \qquad V=0.0298+0.0303=0.0601 .
\end{equation}
The relative variance has doubled, although a list of yields pooled from many volumes would look the same as before. Such a list cannot reveal $F$. One has to record which photons belong to the same volume, or compute the mean yield separately for each local condition.

\subsection{Dose for a required noise level}

Let $\rho$ be the largest relative standard deviation that can be accepted. Without a shared condition, set $V=\rho^2$, which requires $N=m_2/(m_1^2\rho^2)$. Inserting the expression for $N$ and solving for the dose gives
\begin{equation}
D=\frac{\omega}{S\left(1-e^{-\mu t}\right)}\,\frac{m_2}{m_1^2\rho^2}.
\label{eq:dose}
\end{equation}
This assumes that $\mu$ and the yield law do not change with dose. Halving $\rho$ takes four times the dose. If every acid stays in the square where its photon was absorbed, halving the side at fixed thickness and fixed $\rho$ also takes four times the dose, because $S$ falls by that factor. When acids cross the boundary, the yield moments depend on the size of the square as well, and the factor is in general not four. For independent Gaussian displacements of 20 and 50 angstrom per lateral axis it is a little below 3 and about 3.5 in the example.

For $\rho=0.10$ the example needs $N=1.358/0.01=135.8$ absorbed photons. Since $N$ is proportional to $D$,
\begin{equation}
D=12\times\frac{135.8}{45.5}=35.8\ \text{eV/angstrom}^2 ,
\end{equation}
which is 57.4 mJ/cm$^2$.

This dose makes $135.8\times2.70=367$ acids on average in a volume of 750 nm$^3$, or 0.49 per nm$^3$. The yield law can stay unchanged only if the generator is much more concentrated than that. For comparison, a generator of 500 g/mol at 20 percent by weight in a film of density 1.2 g/cm$^3$ supplies 0.29 molecules per nm$^3$. Even at the original dose, the unchanged yield law asks for 0.16 acids per nm$^3$, which is more than half of the generator in such a film. The true yield would then fall during the exposure, and depletion would have to be included. The change is not small. Suppose the volume holds a fixed number of 217 generator molecules, and each acid of the model picks one at random and fails if it is already converted. The original dose then gives 93 acids with a relative standard deviation of 0.135, and $\rho=0.10$ is reached near 17 eV/angstrom$^2$. The doses in this section therefore illustrate the formula for a model resist with ample generator.

Treating the acids as independent Poisson events would give a dose smaller by the factor $m_2/m_1=3.67$, or 9.8 eV/angstrom$^2$. At that dose the relative standard deviation would be $0.10\times\sqrt{3.67}=0.19$, almost twice the accepted value. This holds when the acids stay in their square. Independent motion over distances comparable to the side brings the factor much closer to one.

With a shared condition the requirement becomes $m_2/(Nm_1^2)=\rho^2-F$. If $V_0$ is the value of $m_2/(Nm_1^2)$ at a reference dose $D_0$, then
\begin{equation}
D=D_0\,\frac{V_0}{\rho^2-F}, \qquad \rho^2>F .
\end{equation}
For $\rho^2\le F$ no finite dose is enough. In the two-state example $\sqrt F=0.174$, so a relative standard deviation of 0.10 cannot be reached by raising the dose. A value of 0.20 can be reached, at
\begin{equation}
D=12\times\frac{0.02985}{0.0400-0.0303}=36.9\ \text{eV/angstrom}^2 ,
\end{equation}
whereas 9.0 eV/angstrom$^2$ would suffice if $F$ were zero. Before a dose is chosen from \eqref{eq:dose}, it should therefore be established that $F$ is small compared with $\rho^2$.
